# Ionisation energy at the centre of a dielectric sphere: a program that tests the result

```python
"""Ionisation energy of a site at the centre of a dielectric sphere.

Result under test (atomic units, e = 1):
    I(R) = I0 - (1/2)(1 - 1/eps)(1/a - 1/R)
    I(R) - I(infinity) = (1 - 1/eps)/(2R)
I0: ionisation energy of the isolated site; a: cavity radius;
R: sphere radius; eps: permittivity of the sphere; vacuum outside.
Also tested: an outer medium eps_out, and a charge at distance d from
the centre. Energies in eV and lengths in angstrom unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import rfftn, irfftn, next_fast_len
from scipy.linalg import solve_banded
from scipy.special import eval_legendre

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # e^2 in eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def site_energy_shift(a, R, eps):
    """Derived polarisation contribution to the ionisation energy."""
    return -0.5 * COULOMB * (1 - 1 / eps) * (1 / a - 1 / R)


def centre_error(R, eps, eps_out=1.0):
    """Derived cluster error relative to bulk."""
    return 0.5 * COULOMB * (1 / eps_out - 1 / eps) / R


def offcentre_factor(x, eps):
    """Derived error in units of e^2/(2R) for a charge at d = x R."""
    l = np.arange(0, 400)
    return np.sum((eps - 1) * (l + 1) / (eps * (eps * l + l + 1))
                  * x ** (2 * l))


def radial_poisson_shift(a, R, eps, eps_out):
    """Charging energy minus vacuum value from a finite-volume solution.

    A unit charge is spread on a shell of radius 1 inside the cavity.
    """
    r_first, r_last, cells = 1.0, 41.0, 8000
    r = np.linspace(r_first, r_last, cells + 1)
    h = r[1] - r[0]
    mid = 0.5 * (r[1:] + r[:-1])
    permittivity = np.where(mid < a, 1.0, np.where(mid < R, eps, eps_out))
    link = permittivity * mid ** 2 / h
    bands = np.zeros((3, cells + 1))
    bands[0, 1:] = -link
    bands[2, :-1] = -link
    bands[1, :-1] += link
    bands[1, 1:] += link
    bands[1, -1] += eps_out * r_last      # uniform medium out to infinity
    source = np.zeros(cells + 1)
    source[0] = 1.0
    potential = solve_banded((1, 1), bands, source)
    return 0.5 * COULOMB * (potential[0] - 1 / r_first)


def lattice_polarisation(radius, eps, shift=0):
    """Unit charge on a site of a sphere of polarisable lattice points.

    Lattice spacing 1, energy in e^2/spacing. The polarisability follows
    from eps by Clausius-Mossotti. Returns equal-volume radius and energy.
    """
    alpha = 3 / (4 * np.pi) * (eps - 1) / (eps + 2)
    size = next_fast_len(4 * int(radius) + 2)
    axis = np.rint(np.fft.fftfreq(size, 1 / size))
    pos = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    r2 = np.sum(pos ** 2, axis=0)
    inside = (r2 <= radius ** 2).astype(float)
    safe = np.where(r2 > 0, r2, 1.0)
    kernel = np.empty((3, 3, size, size, size // 2 + 1), dtype=complex)
    for i in range(3):
        for j in range(i, 3):
            tensor = (3 * pos[i] * pos[j] - (i == j) * r2) / safe ** 2.5
            kernel[i, j] = kernel[j, i] = rfftn(tensor)

    def apply(dipoles):
        transformed = rfftn(dipoles, axes=(1, 2, 3))
        field = np.array([
            irfftn(sum(kernel[i, j] * transformed[j] for j in range(3)),
                   s=(size, size, size)) for i in range(3)])
        return dipoles / alpha - inside * field

    rel = pos.copy()
    rel[0] -= shift
    dist2 = np.sum(rel ** 2, axis=0)
    source = inside * rel / np.where(dist2 > 0, dist2, 1.0) ** 1.5
    # conjugate gradients for the self-consistent dipoles
    dipoles = np.zeros_like(source)
    residual = source.copy()
    direction = residual.copy()
    norm = np.sum(residual ** 2)
    target = 1e-18 * norm
    for _ in range(200):
        image = apply(direction)
        step = norm / np.sum(direction * image)
        dipoles += step * direction
        residual -= step * image
        new_norm = np.sum(residual ** 2)
        if new_norm < target:
            break
        direction = residual + new_norm / norm * direction
        norm = new_norm
    assert new_norm < target, "dipole equations not converged"
    equal_volume_radius = (3 * inside.sum() / (4 * np.pi)) ** (1 / 3)
    return equal_volume_radius, -0.5 * np.sum(dipoles * source)


# Model parameters of the worked example
I0, a, eps, R = 10.0, 2.0, 3.0, 10.0

# Radial Poisson equation: absolute shifts, cavity independence, embedding
for cavity in (2.0, 3.0):
    for radius in (5.0, 10.0, 20.0):
        for permittivity in (2.0, 3.0, 10.0):
            cluster = radial_poisson_shift(cavity, radius, permittivity, 1.0)
            bulk = radial_poisson_shift(cavity, radius, permittivity,
                                        permittivity)
            assert abs(cluster - site_energy_shift(
                cavity, radius, permittivity)) < 1e-3
            assert abs(bulk - site_energy_shift(
                cavity, np.inf, permittivity)) < 1e-3
            assert abs(cluster - bulk
                       - centre_error(radius, permittivity)) < 1e-3
numeric_cluster = radial_poisson_shift(a, R, eps, 1.0)
numeric_bulk = radial_poisson_shift(a, R, eps, eps)
numeric_embedded = radial_poisson_shift(a, R, eps, 2.0)
assert abs(numeric_embedded - numeric_bulk
           - centre_error(R, eps, 2.0)) < 1e-3

# Off-centre potential: both matching conditions on a sphere of radius 1
orders = np.arange(0, 120)
offset = 0.5
inner_coeff = ((eps - 1) * (orders + 1)
               / (eps * (eps * orders + orders + 1)) * offset ** orders)
outer_coeff = (2 * orders + 1) / (eps * orders + orders + 1) * offset ** orders


def inner_potential(r, c):
    direct = 1 / (eps * np.sqrt(r * r + offset ** 2 - 2 * r * offset * c))
    return direct + np.sum(inner_coeff * r ** orders
                           * eval_legendre(orders, c))


def outer_potential(r, c):
    return np.sum(outer_coeff * r ** (-orders - 1.0)
                  * eval_legendre(orders, c))


dr = 1e-4
for c in (-0.9, -0.3, 0.2, 0.7, 1.0):
    assert abs(inner_potential(1.0, c) - outer_potential(1.0, c)) < 1e-9
    slope_in = (inner_potential(1 + dr, c)
                - inner_potential(1 - dr, c)) / (2 * dr)
    slope_out = (outer_potential(1 + dr, c)
                 - outer_potential(1 - dr, c)) / (2 * dr)
    assert abs(eps * slope_in - slope_out) < 1e-5

# Atomistic spheres: slope against 1/R. The surface is rough on the scale
# of one spacing, which leaves corrections of relative order spacing/R.
lattice_rows = {}
lattice_slope = {}
for permittivity in (2.0, 3.0):
    rows = np.array([lattice_polarisation(n, permittivity)
                     for n in (7, 9, 11, 13, 15)])
    lattice_rows[permittivity] = rows
    slope = 2 * np.polyfit(1 / rows[:, 0], rows[:, 1], 1)[0]
    lattice_slope[permittivity] = slope
    assert abs(slope / (1 - 1 / permittivity) - 1) < 0.06

# Atomistic sphere with the charge moved off the centre
R_lat, E_centre = lattice_rows[3.0][-1]
shift_sites = 7
_, E_shifted = lattice_polarisation(15, 3.0, shift_sites)
lattice_rise = E_shifted - E_centre
series_rise = (offcentre_factor(shift_sites / R_lat, 3.0)
               - offcentre_factor(0.0, 3.0)) / (2 * R_lat)
assert lattice_rise > 0
assert abs(lattice_rise / series_rise - 1) < 0.10

# Worked example
I_cluster = I0 + site_energy_shift(a, R, eps)
I_bulk = I0 + site_energy_shift(a, np.inf, eps)
error = I_cluster - I_bulk
goal = 0.05
R_goal = 0.5 * COULOMB * (1 - 1 / eps) / goal
print(f"e^2 = {COULOMB:.4f} eV angstrom")
print(f"isolated-site ionisation energy I0 = {I0:.3f} eV")
print(f"cavity radius a = {a:.1f} angstrom")
print(f"permittivity eps = {eps:.1f} (dimensionless)")
print(f"sphere radius R = {R:.1f} angstrom")
print(f"factor 1 - 1/eps = {1 - 1 / eps:.4f} (dimensionless)")
print(f"polarisation shift, cluster = {I_cluster - I0:.4f} eV")
print(f"polarisation shift, bulk = {I_bulk - I0:.4f} eV")
print(f"ionisation energy, cluster = {I_cluster:.4f} eV")
print(f"ionisation energy, bulk = {I_bulk:.4f} eV")
print(f"cluster error = {error:.4f} eV = {error / HARTREE:.5f} hartree")
print(f"charge-gap error = {2 * error:.4f} eV")
print(f"radial Poisson shift, cluster = {numeric_cluster:.4f} eV")
print(f"radial Poisson shift, bulk = {numeric_bulk:.4f} eV")
print(f"radial Poisson cluster error = "
      f"{numeric_cluster - numeric_bulk:.4f} eV")
for radius in (5.0, 10.0, 20.0, 40.0):
    print(f"error at R = {radius:.0f} angstrom: "
          f"{centre_error(radius, eps):.4f} eV")
print(f"error with eps_out = 2, formula: {centre_error(R, eps, 2.0):.4f} eV")
print(f"error with eps_out = 2, radial Poisson: "
      f"{numeric_embedded - numeric_bulk:.4f} eV")
for x in (0.0, 0.25, 0.5, 0.75):
    value = 0.5 * COULOMB / R * offcentre_factor(x, eps)
    print(f"error at d/R = {x:.2f}, R = 10 angstrom: {value:.4f} eV")
print(f"radius for error {goal:.2f} eV = {R_goal:.1f} angstrom")
print(f"sites in that sphere, (R/a)^3 = {(R_goal / a) ** 3:.3g}")
for radius, energy in lattice_rows[3.0]:
    print(f"lattice eps=3: R = {radius:.3f} spacings, "
          f"energy = {energy:.5f} e^2/spacing")
for permittivity, slope in lattice_slope.items():
    print(f"lattice eps={permittivity:.0f}: 2 x slope = {slope:.4f}, "
          f"1 - 1/eps = {1 - 1 / permittivity:.4f}")
print(f"lattice off-centre shift d = {shift_sites} spacings")
print(f"lattice off-centre rise = {lattice_rise:.6f} e^2/spacing")
print(f"series off-centre rise = {series_rise:.6f} e^2/spacing")
print("verified")
```

Printed output:

```
e^2 = 14.3996 eV angstrom
isolated-site ionisation energy I0 = 10.000 eV
cavity radius a = 2.0 angstrom
permittivity eps = 3.0 (dimensionless)
sphere radius R = 10.0 angstrom
factor 1 - 1/eps = 0.6667 (dimensionless)
polarisation shift, cluster = -1.9200 eV
polarisation shift, bulk = -2.3999 eV
ionisation energy, cluster = 8.0800 eV
ionisation energy, bulk = 7.6001 eV
cluster error = 0.4800 eV = 0.01764 hartree
charge-gap error = 0.9600 eV
radial Poisson shift, cluster = -1.9200 eV
radial Poisson shift, bulk = -2.4000 eV
radial Poisson cluster error = 0.4800 eV
error at R = 5 angstrom: 0.9600 eV
error at R = 10 angstrom: 0.4800 eV
error at R = 20 angstrom: 0.2400 eV
error at R = 40 angstrom: 0.1200 eV
error with eps_out = 2, formula: 0.1200 eV
error with eps_out = 2, radial Poisson: 0.1200 eV
error at d/R = 0.00, R = 10 angstrom: 0.4800 eV
error at d/R = 0.25, R = 10 angstrom: 0.4927 eV
error at d/R = 0.50, R = 10 angstrom: 0.5410 eV
error at d/R = 0.75, R = 10 angstrom: 0.6963 eV
radius for error 0.05 eV = 96.0 angstrom
sites in that sphere, (R/a)^3 = 1.11e+05
lattice eps=3: R = 6.971 spacings, energy = -0.43213 e^2/spacing
lattice eps=3: R = 9.017 spacings, energy = -0.44279 e^2/spacing
lattice eps=3: R = 11.000 spacings, energy = -0.44936 e^2/spacing
lattice eps=3: R = 12.985 spacings, energy = -0.45394 e^2/spacing
lattice eps=3: R = 15.003 spacings, energy = -0.45736 e^2/spacing
lattice eps=2: 2 x slope = 0.4949, 1 - 1/eps = 0.5000
lattice eps=3: 2 x slope = 0.6570, 1 - 1/eps = 0.6667
lattice off-centre shift d = 7 spacings
lattice off-centre rise = 0.002392 e^2/spacing
series off-centre rise = 0.002374 e^2/spacing
verified
```
